# Collision broadening and semiclassical conduction in room-temperature copper

## Problem

For copper at 293 K, take as given inputs a resistivity \(\rho=1.68\ \mu\Omega\,\mathrm{cm}\) and a cubic lattice constant \(a=0.361\) nm. Treat the metal as a free-electron metal with one conduction electron per atom.

(a) Find the energy broadening that collisions give to an electron state, and compare it with \(k_BT\).

(b) Find \(k_Fl\), the Fermi wavenumber times the mean free path.

(c) Semiclassical transport pictures electrons with definite energies between rare collisions. One might therefore demand \(\hbar/\tau\ll k_BT\), so that the thermal edge of the Fermi distribution is resolved. Decide whether the conductivity needs this condition.

(d) Say what changes in a thin interconnect film.

## Solution

### 1. The collision time and the width it implies

There are four atoms in the cube, so \(n=4/a^3=8.50\times10^{22}\ \mathrm{cm^{-3}}\). With two spin states per wavevector, filling a sphere gives \(n=2(4\pi k_F^3/3)/(2\pi)^3\), hence

\[
k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}} .
\]

With the free mass \(m\), \(E_F=\hbar^2k_F^2/2m=7.05\) eV and \(v_F=\hbar k_F/m=1.575\times10^6\) m/s.

In a steady field \(\mathcal E\), the drift velocity obeys \(0=-e\mathcal E/m-v_d/\tau\). The current \(-nev_d\) is then \((ne^2\tau/m)\mathcal E\), so

\[
\tau=\frac{m}{ne^2\rho}=24.8\ \mathrm{fs},\qquad l=v_F\tau=39.1\ \mathrm{nm}.
\]

This is a transport time: it measures the loss of drift. It equals the lifetime of a state if scattering is isotropic, which is assumed from here on.

If the occupation of a state decays as \(e^{-t/\tau}\), its amplitude decays as \(e^{-t/2\tau}\). For a state of band energy \(\varepsilon\), the distribution over energy \(E\) is

\[
A(\varepsilon,E)=\frac1{\pi\hbar}\,\mathrm{Re}\int_0^\infty e^{i(E-\varepsilon)t/\hbar}e^{-t/2\tau}dt
=\frac1\pi\frac{\Gamma}{(E-\varepsilon)^2+\Gamma^2},\qquad \Gamma=\frac{\hbar}{2\tau}.
\]

The half width is \(\Gamma\), and the full width at half height is

\[
2\Gamma=\hbar/\tau=26.5\ \mathrm{meV}.
\]

At 293 K, \(k_BT=25.2\) meV. The ratio is 1.05, so the condition \(\hbar/\tau\ll k_BT\) is not met.

### 2. The mean free path on the scale of the electron wave

Since \(\hbar k_Fv_F=2E_F\),

\[
k_Fl=k_Fv_F\tau=\frac{2E_F\tau}{\hbar}=\frac{E_F}{\Gamma}.
\]

Numerically, \(13.60\times39.1=532\). The mean free path covers \(532/2\pi\approx85\) Fermi wavelengths.

The mass cancels from this product. Substituting \(v_F\), \(\tau\) and \(n=k_F^3/3\pi^2\) gives

\[
k_Fl=k_F\,\frac{\hbar k_F}{m}\,\frac{m}{ne^2\rho}
=\frac{3\pi^2\hbar}{e^2\rho k_F}.
\]

The broadening \(\hbar/\tau=\hbar ne^2\rho/m\) does depend on mass. A rough band mass of 1.3 electron masses lowers it to 20.4 meV but leaves \(k_Fl=532\).

Collisions blur momentum by about \(1/l=0.0256\ \mathrm{nm^{-1}}\). The thermal edge has a thickness of about \(k_BT/\hbar v_F=0.0244\ \mathrm{nm^{-1}}\). These scales are comparable, so collisions blur the thermal edge noticeably. They do not erase it, because the full width of \(-f'\) at half height is about \(3.5k_BT\). Both scales are tiny beside the radius of the Fermi sphere, 13.60 nm\(^{-1}\). It remains to find which comparison controls the conductivity.

### 3. Conductivity with broadened states

Treat the lattice disorder as static, with exact one-electron states \(|p\rangle\) of energy \(E_p\) in volume \(V\). A field \(\mathcal E_0\cos\omega t\) couples through the vector potential. The part of the coupling that absorbs a quantum \(\hbar\omega\) has strength \((e\mathcal E_0/2\omega)|\langle q|v_x|p\rangle|\). The golden rule, with a factor 2 for spin and emission subtracted, gives the absorbed power

\[
P=2\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2\mathcal E_0^2}{4\omega^2}
\sum_{pq}|\langle q|v_x|p\rangle|^2\,[f(E_p)-f(E_q)]\,\delta(E_q-E_p-\hbar\omega).
\]

The mean Joule power is \(\sigma\mathcal E_0^2V/2\). Equate the two and let \(\omega\to0\), where \(f(E_p)-f(E_q)\to\hbar\omega(-f')\). The powers of \(\omega\) cancel:

\[
\sigma=\frac{2\pi\hbar e^2}{V}\int dE\,(-f'(E))\sum_{pq}|\langle q|v_x|p\rangle|^2\delta(E-E_p)\delta(E-E_q).
\]

In the plane-wave basis \(v_x\) is diagonal. Averaging each delta function separately over the disorder turns it into \(A(\varepsilon_k,E)\), so that

\[
\sigma=2\pi\hbar e^2\int dE\,(-f')\int\frac{d^3k}{(2\pi)^3}\,v_x^2A^2(\varepsilon_k,E).
\]

Separate averaging omits collisions that correlate the two factors. For isotropic scattering, each repeated-collision term contains a sum over \(k\) of \(v_x\) times a function of \(\varepsilon_k\) alone. This sum vanishes because \(v_x\) is odd in \(k\) and \(\varepsilon_k\) is even. Interference between return paths is also omitted; section 6 estimates it.

Now change from \(k\) to \(\varepsilon\). The angular average of \(v_x^2\) is \(v^2/3\), and \(k^2=2m\varepsilon/\hbar^2\), \(v^2=2\varepsilon/m\), \(dk=\sqrt{m/2\varepsilon}\,d\varepsilon/\hbar\). Therefore

\[
\frac{d^3k}{(2\pi)^3}v_x^2\to\frac{k^2v^2dk}{6\pi^2}
=\frac{\sqrt{2m}}{3\pi^2\hbar^3}\varepsilon^{3/2}d\varepsilon
=\frac{n}{2m}\left(\frac{\varepsilon}{E_F}\right)^{3/2}d\varepsilon .
\]

The last step uses \(n=(2mE_F)^{3/2}/(3\pi^2\hbar^3)\).

If \(A\) is narrow compared with \(E_F\), the factor \((\varepsilon/E_F)^{3/2}\) is nearly 1 where \(A^2\) and \(-f'\) are large. Then

\[
\int A^2d\varepsilon=\frac{\Gamma^2}{\pi^2}\int_{-\infty}^{\infty}\frac{dx}{(x^2+\Gamma^2)^2}
=\frac{\Gamma^2}{\pi^2}\frac{\pi}{2\Gamma^3}=\frac1{2\pi\Gamma},
\]

and \(\int(-f')dE=1\), so

\[
\sigma_B=2\pi\hbar e^2\,\frac{n}{2m}\,\frac1{2\pi\Gamma}=\frac{ne^2\hbar}{2m\Gamma}=\frac{ne^2\tau}{m}.
\]

This is the semiclassical result, obtained without assuming \(\Gamma\ll k_BT\).

### 4. The size of the correction

Keep \(\Gamma\) constant and the chemical potential at \(E_F\). Then \(\sigma/\sigma_B=\int(-f')s(E)\,dE\), with

\[
s(E)=\frac{2\Gamma^3}{\pi E_F^{3/2}}\int_0^\infty\frac{\varepsilon^{3/2}\,d\varepsilon}{[(\varepsilon-E)^2+\Gamma^2]^2}.
\]

To evaluate it, define a convergent auxiliary integral by subtracting a term independent of \(\Gamma\):

\[
J=\int_0^\infty\left[\frac{\varepsilon^{3/2}}{(\varepsilon-E)^2+\Gamma^2}-\varepsilon^{-1/2}\right]d\varepsilon .
\]

Put \(\varepsilon=x^2\) and \(z=E+i\Gamma\). The integrand becomes even in \(x\), so

\[
J=\int_{-\infty}^{\infty}\left[\frac{x^4}{(x^2-z)(x^2-z^*)}-1\right]dx .
\]

The bracket falls as \(1/x^2\), so the contour can be closed in the upper half plane. The poles there are \(\sqrt z\) and \(-\sqrt{z^*}\). Their residues are

\[
\frac{z^2}{2\sqrt z\,(2i\Gamma)}=\frac{z^{3/2}}{4i\Gamma},\qquad
\frac{z^{*2}}{(-2\sqrt{z^*})(-2i\Gamma)}=\frac{z^{*3/2}}{4i\Gamma}.
\]

Multiplying their sum by \(2\pi i\) gives \(J=\pi\,\mathrm{Re}\,z^{3/2}/\Gamma\). Differentiating the definition of \(J\) in \(\Gamma\) brings down \(-2\Gamma\) and squares the denominator. The integral in \(s\) is therefore

\[
-\frac1{2\Gamma}\frac{dJ}{d\Gamma}
=\frac{\pi}{2\Gamma^3}\left[\mathrm{Re}\,z^{3/2}+\tfrac32\Gamma\,\mathrm{Im}\,z^{1/2}\right],
\]

where \(dz/d\Gamma=i\) and \(\mathrm{Re}(iw)=-\mathrm{Im}\,w\) were used. Hence

\[
s(E)=E_F^{-3/2}\left[\mathrm{Re}\,z^{3/2}+\tfrac32\Gamma\,\mathrm{Im}\,z^{1/2}\right].
\]

For \(g=\Gamma/E\ll1\), the first term is \(E^{3/2}(1-\tfrac38g^2+\tfrac3{128}g^4)\). The second is \(E^{3/2}(\tfrac34g^2-\tfrac3{32}g^4)\). Their sum gives

\[
s(E)=\left(\frac E{E_F}\right)^{3/2}\left[1+\frac38g^2-\frac9{128}g^4+\dots\right].
\]

For the thermal average, expand \(s\) about \(E_F\). The odd term vanishes because \(-f'\) is even, and \(\int(E-E_F)^2(-f')dE=\pi^2(k_BT)^2/3\). This adds \((\pi^2/6)(k_BT)^2s''\), with \(s''=3/(4E_F^2)\) to leading order. Since \(\Gamma/E_F=1/k_Fl\),

\[
\frac{\sigma}{\sigma_B}=1+\frac{3}{8(k_Fl)^2}+\frac{\pi^2}{8}\left(\frac{k_BT}{E_F}\right)^2+\dots
\]

Each energy scale is compared with \(E_F\); the ratio \(\hbar/(\tau k_BT)\) does not appear at this order. The function being averaged is smooth on the scale \(E_F\), so it does not matter whether collisions or temperature do more of the smearing.

For copper the broadening term is \(1.3\times10^{-6}\) and the thermal term \(1.58\times10^{-5}\). The thermal term is not a transport failure. At fixed chemical potential the number of carriers in a parabolic band rises slightly with temperature, while \(\sigma_B\) was written with the zero-temperature density. The value of this term also depends on holding \(\Gamma\) constant in energy. If \(\Gamma\) instead followed the density of states, as \(\sqrt E\), then \(s(E)\) would be linear in \(E\) to leading order and the thermal term at fixed chemical potential would vanish.

The broadening term also belongs to the constant-width model. That model's Lorentzian tails below the band edge hold an unbounded number of carriers, so the term is defined only against the unbroadened density. For isotropic scattering, a self-consistent width follows the broadened density of states, which is proportional to \(\mathrm{Re}\sqrt z\). Apart from a constant energy shift, this means \(z=E+i\gamma\sqrt z\), where \(\gamma\) sets the scattering strength. The solution is \(\sqrt z=q+i\gamma/2\), with \(q=\sqrt{E-\gamma^2/4}\) and \(\Gamma=\mathrm{Im}\,z=\gamma q\). The bracket in \(s(E)\) becomes

\[
\mathrm{Re}\,z^{3/2}+\tfrac32\Gamma\,\mathrm{Im}\,z^{1/2}
=q^3-\tfrac34\gamma^2q+\tfrac34\gamma^2q=q^3 .
\]

The actual carrier density at zero temperature is proportional to \(\int q\,dE=\tfrac23q^3\), so it scales in the same way. In that treatment \(\sigma=ne^2\hbar/(2m\Gamma)\) holds with no broadening correction. The term \(3/8(k_Fl)^2\) thus shows how small the effect is in the constant-width model; it is not a measurable shift for copper.

### 5. A few cases

The table evaluates the double integral of section 3 numerically, with adaptive quadrature over band energy and 160-point Gauss–Legendre quadrature over \(E\). The chemical potential is 7.05 eV throughout. The first four rows hold \(T\) at 293 K and vary the width. The last two hold the width at 26.5 meV and vary \(T\); they are model settings, since copper's own width changes with temperature. The last column is the sum of the two correction terms above.

| \(\hbar/(\tau k_BT)\) | \(T\) (K) | \(k_Fl\) | \(\sigma/\sigma_B-1\) | two terms |
|---:|---:|---:|---:|---:|
| 0.10 | 293 | 5585 | \(1.58\times10^{-5}\) | \(1.58\times10^{-5}\) |
| 1.00 | 293 | 559 | \(1.70\times10^{-5}\) | \(1.70\times10^{-5}\) |
| 10.0 | 293 | 55.8 | \(1.36\times10^{-4}\) | \(1.36\times10^{-4}\) |
| 100 | 293 | 5.6 | \(1.197\times10^{-2}\) | \(1.204\times10^{-2}\) |
| 10.5 | 29 | 532 | \(1.48\times10^{-6}\) | \(1.48\times10^{-6}\) |
| 0.35 | 879 | 532 | \(1.44\times10^{-4}\) | \(1.44\times10^{-4}\) |

Rows three and five have nearly the same \(\hbar/(\tau k_BT)\), but their corrections differ by a factor of about 90. That ratio therefore does not set the error. In the fourth row the width is a hundred times \(k_BT\), and this integral still departs from \(\sigma_B\) by only 1.2%. The small gap between its last two columns is the term \(-\tfrac9{128}(k_Fl)^{-4}\approx-7\times10^{-5}\).

The answer to (c) is that the conductivity does not need \(\hbar/\tau\ll k_BT\) in this model. The condition that matters is \(k_Fl\gg1\): it keeps each state narrow compared with \(E_F\) and, as section 6 estimates, keeps interference small. The answer also needs \(k_BT\ll E_F\). For non-degenerate carriers, as in a lightly doped semiconductor, the typical electron energy is itself \(k_BT\), so \(kl\gg1\) becomes \(\hbar/\tau\ll k_BT\). With the chemical potential at the band edge, the same integral exceeds \(n(T)e^2\tau/m\) by 0.1% at \(\hbar/\tau=0.1k_BT\) and by about 6% at \(\hbar/\tau=k_BT\).

### 6. What the integral leaves out

**Interference.** A diffusing electron can return to its starting point along a path and its reverse, and the two waves interfere. In time \(dt\) the electron sweeps a tube of volume about \(\lambda_F^2v_Fdt\), while it has explored a volume \((Dt)^{3/2}\), with \(D\sim v_Fl\). The return probability from long, diffusive loops (times beyond \(\tau\)) is about

\[
\int_\tau^\infty\frac{\lambda_F^2v_F\,dt}{(Dt)^{3/2}}\sim\frac{\lambda_F^2v_F}{D^{3/2}\tau^{1/2}}\sim\frac{\lambda_F^2}{l^2}\sim\frac1{(k_Fl)^2},
\]

with numerical factors dropped. For copper this part is of order \(3.5\times10^{-6}\), and loss of phase coherence reduces it. In three dimensions it is not the leading part. Short loops, in which the electron is scattered back from a distance \(r<l\), contribute about \(\int_{\lambda_F}^{l}\lambda_F^2\,dr/(lr^2)\sim\lambda_F/l\), which is first order in \(1/k_Fl\). For static point scatterers, the path-and-reverse terms lower \(\sigma\) by \(\pi/(6k_Fl)\) at fixed lifetime. With the matching change of lifetime included, the reduction from the lowest-order rate is \(2\pi/(3k_Fl)\). At \(k_Fl=532\) these are \(1.0\times10^{-3}\) and \(3.9\times10^{-3}\), much larger than the corrections of section 4 but still small. The coefficients belong to static point disorder, not to phonons, and the measured \(\rho\) already contains whatever part is present. At \(k_Fl=5.6\) the effect is 12% to roughly a third, far larger than the correction in the table. That row thus tests the role of \(k_BT\), not the full conductivity of a strongly disordered metal. As \(k_Fl\) approaches 1, the picture of waves travelling between collisions fails.

**Moving ions.** Phonons exchange energy, whereas section 3 used static disorder. For absorption of a phonon \(\hbar\omega=xk_BT\), the thermal weight is \(N\int f(E)[1-f(E+\hbar\omega)]dE\), with \(N=1/(e^x-1)\). The Fermi functions obey \(f(E)[1-f(E+\hbar\omega)]=(N+1)[f(E)-f(E+\hbar\omega)]\), and the last bracket integrates to \(\hbar\omega\). The weight is \(\hbar\omega N(N+1)\). Relative to its classical limit, \(\hbar\omega/x^2\), it is \(x^2N(N+1)\).

A rough Debye temperature of 340 K gives a top phonon energy of 29.3 meV and a factor of 0.895. The most energetic phonons thus carry about 10% less weight than the classical limit \(\hbar\omega\ll k_BT\) would assign. Quasi-elastic scattering is a fair approximation here, not a sharp limit. The measured \(\rho\) already contains the actual scattering strength, so this factor is not a further correction to \(k_Fl\).

### 7. A 20 nm interconnect film

Let the film have thickness \(w=20\) nm and surfaces that erase all drift. An electron at distance \(z\) from the surface it left, moving with direction cosine \(\mu\) to the normal, has travelled at most \(z/\mu\) since that surface. Its mean path since the last randomizing event is

\[
\int_0^{z/\mu}e^{-s/l}ds=l\left(1-e^{-z/l\mu}\right).
\]

Average over \(z\) from 0 to \(w\), and weight directions by \(1-\mu^2\), the share of squared velocity in the film plane:

\[
\frac{\sigma_{\rm film}}{\sigma_B}=\frac32\int_0^1(1-\mu^2)\left[1-\frac{l\mu}{w}\left(1-e^{-w/l\mu}\right)\right]d\mu .
\]

The prefactor makes the ratio 1 for \(w\gg l\). Quadrature gives 0.527 for \(w=20\) nm and \(l=39.1\) nm. The effective \(k_Fl\) is the bulk value times this ratio, which is 281 when unrounded factors are used, and the equivalent transport rate corresponds to \(26.5/0.527\approx50\) meV. This is twice \(k_BT\), yet \(k_Fl\) remains large.

Thickness brings a separate condition. Ideal hard walls allow normal wavenumbers \(j\pi/w\), which gives 86 occupied subbands at the bulk \(E_F\). The top two are 161 meV apart, more than the broadening, so in a perfectly smooth film the upper subbands could be resolved as discrete levels, which the bulk formula lacks. The lowest subbands lie closer together than the broadening and would merge. Each subband holds \((k_F^2-k_j^2)/2\pi\) electrons per area. At fixed \(E_F\) their sum is 0.86% below \(nw\). Almost all of this is the smooth wall term \(-3\pi/(4k_Fw)=-0.87\%\), which arises because the waves vanish at the walls. It depends on where the walls are placed and is not a sign of resolved levels. It is far larger than the corrections of section 4 and a few times the interference estimate of section 6, but still small.

### 8. Comparison with real copper lines

The resistivity and lattice constant used here are typical of bulk copper, and the calculated \(k_Fl\) applies to that material. Copper's Fermi surface is not a perfect sphere: it has necks, which this estimate omits. Narrow lines also break the assumption of bulk scattering. In the model film, diffuse surfaces alone nearly halve \(k_Fl\); grain boundaries and side walls, also omitted, would lower it further. Conductivity would have to fall another fiftyfold to bring 281 down to 5.6.

Operation at 373 K moves the numbers less. With a rough resistivity slope of 0.004 per K, \(\rho=1.68(1+0.004\times80)=2.22\ \mu\Omega\,\mathrm{cm}\). The bulk broadening becomes 35.0 meV against \(k_BT=32.1\) meV, and \(k_Fl=403\). Width and \(k_BT\) stay close because resistivity rises nearly in proportion to temperature over this interval.

A current density of 2 MA/cm² in bulk-like copper at 293 K needs a field of 3.36 V/cm. Over 39.1 nm an electron gains at most 0.013 meV, far below \(k_BT\), so the linear response used in section 3 is adequate at this current.
